\section*{Curvature of E(N), the HOMO error and what optimal tuning removes, part 2}

Optimal tuning chooses the exact-exchange fraction $\alpha$ of a hybrid so that the HOMO equals minus the ionization energy. How much bending of $E(N)$ does this remove? Units are Rydberg atomic units ($\hbar=2m=1$, $e^2=2$).

Orbitals $\phi_i$ have occupations $f_i$ and eigenvalues $\varepsilon_i$ of the generalized Kohn--Sham operator $F$. One orbital $\phi$, with eigenvalue $\varepsilon(x)$, has occupation $x\in[0,1]$; $x=1$ is the $N$-electron system, $x=0$ the ion. $E(x)$ is the self-consistent value of the energy functional $\mathcal E$. Define $I=E(0)-E(1)$, $\varepsilon_H=\varepsilon(1^-)$, $\varepsilon_L=\varepsilon(0^+)$, $g=\varepsilon_H+I$ and $\bar C=\int_0^1E''dx=\varepsilon_H-\varepsilon_L$. Tuning means $g=0$. Then
\begin{equation}
\frac{dE}{dx}=\langle\phi|F|\phi\rangle+\sum_if_i\varepsilon_i\,2\langle\phi_i|\phi_i'\rangle
=\varepsilon(x)+\sum_if_i\varepsilon_i\frac{d}{dx}\langle\phi_i|\phi_i\rangle=\varepsilon(x),
\label{eq:janak}
\end{equation}
\begin{equation}
-I=E(1)-E(0)=\int_0^1\varepsilon(x)\,dx .
\label{eq:int}
\end{equation}
\begin{equation}
g=\int_0^1xE''dx,\qquad -(\varepsilon_L+I)=\int_0^1(1-x)E''dx,
\label{eq:gen}
\end{equation}
Constant curvature $C$ gives $g=C/2$. A continuous $E''$ with $g=0$ vanishes throughout or changes sign.

For cubic $E$, with $D=E'''$ and $\Delta E$ the deviation from the chord,
\begin{equation}
g=\frac{\bar C}2+\frac D{12}.
\label{eq:cubic}
\end{equation}
\begin{equation}
D=4\big[\varepsilon_L-2\varepsilon(\tfrac12)+\varepsilon_H\big],\qquad \varepsilon(\tfrac12)+I=-\frac D{24}.
\label{eq:D}
\end{equation}
\begin{equation}
\Delta E=-x(1-x)\Big[\frac{\bar C}2+\frac{D(2x-1)}{12}\Big].
\label{eq:devc}
\end{equation}
Tuning then leaves $\bar C=-D/6$, an extremal deviation $2D/81$ at $x=\tfrac13$, and a sign change of $E''$ at $x=\tfrac23$.

At frozen orbitals the curvature is
\begin{equation}
C_{\rm fr}=(1-\alpha)J+k,\qquad k=\iint\phi^2(\mathbf r)f_{\rm sl}(\mathbf r,\mathbf r')\phi^2(\mathbf r').
\label{eq:fr}
\end{equation}
Here $J=\iint\phi^2(\mathbf r)\frac{2}{|\mathbf r-\mathbf r'|}\phi^2(\mathbf r')$ and $f_{\rm sl}$ is the second functional derivative of the semilocal energy. The frozen model omits that energy: $g=(1-\alpha)J/2$, with $\varepsilon_H$ meaning $\langle\phi|F|\phi\rangle$ at fixed orbitals. With orbital rotation angles $\theta$ and Hessian $H=\mathcal E_{\theta\theta}$, relaxation gives
\begin{equation}
E''=\mathcal E_{xx}+\mathcal E_{x\theta}\cdot\theta'=C_{\rm fr}-\mathcal E_{x\theta}\cdot H^{-1}\mathcal E_{\theta x}.
\label{eq:rel}
\end{equation}
If $H$ is positive definite, $E''\le C_{\rm fr}$.

\section{Water}

\textbf{Q.} Compute them, and say what is computed.

\textbf{A.} The system is H$_2$O at a fixed geometry near equilibrium, $r_{\rm OH}=1.81$ bohr and $104.5^\circ$, in the cc-pVDZ basis (24 functions) on a grid of 9792 points, with spin-unrestricted orbitals of definite parity under reflection in the molecular plane. The fractional orbital is the $\beta$ $1b_1$ lone pair. The functional has $\alpha$ exact exchange, $1-\alpha$ PBE exchange and full PBE correlation, which is PBE at $\alpha=0$ and PBE0 at $\alpha=\tfrac14$. The PBE0 cation energy, $-151.780450$ Ry, agrees with the pyscf value on the same grid. The full set of numbers is in the numerical output after this text. Five decimals are kept so that small differences within this model can be followed; they are not an accuracy for real water. The basis is far from converged: in aug-cc-pVTZ on the same grid the PBE values move to $\varepsilon_H=-0.533$, $I=0.941$ and $g=0.408$ Ry, and the tuned fraction found below moves from $0.710$ to $0.676$. The aug-cc-pVTZ values quoted here and below are given for comparison and are not part of that output. In Ry:
\begin{center}
\begin{tabular}{cccccc}
$\alpha$ & $\varepsilon_H$ & $\varepsilon_L$ & $I$ & $g$ & $\bar C/2$\\
0 & $-0.44969$ & $-1.34221$ & 0.90350 & 0.45381 & 0.44626\\
0.25 & $-0.60298$ & $-1.17931$ & 0.89717 & 0.29419 & 0.28816\\
0.50 & $-0.75655$ & $-1.02188$ & 0.89101 & 0.13447 & 0.13266\\
0.75 & $-0.91033$ & $-0.86969$ & 0.88499 & $-0.02534$ & $-0.02032$\\
1 & $-1.06431$ & $-0.72251$ & 0.87909 & $-0.18522$ & $-0.17090$
\end{tabular}
\end{center}
The miss changes sign and falls by $0.160$ Ry in each step. Over the whole range $\varepsilon_H$ moves by $0.615$ Ry and $I$ by $0.024$ Ry, so here tuning moves the eigenvalue onto a nearly fixed target. A straight line through the end points gives $0.45381/(0.45381+0.18522)=0.710$, and the root is $\alpha^*=0.7104$, where $\varepsilon_H=-I=-0.88594$ Ry $=-12.05$ eV.

\textbf{Q.} Your derivation stands on \eqref{eq:janak} and \eqref{eq:gen}. Do they hold in the calculation?

\textbf{A.} At $\alpha^*$ and $x=\tfrac12$, a central difference of self-consistent energies with step $0.005$ gives $dE/dx=-0.884054$ Ry, equal to the eigenvalue in all six decimals; the test tolerance was $10^{-5}$ Ry. For PBE, the tuned hybrid and Hartree--Fock, $E$ and $\varepsilon$ were computed on seven Gauss--Lobatto nodes. The quadrature of $-\varepsilon$ gives $0.90350$, $0.88594$ and $0.78977$ Ry, the same as the energy differences. For \eqref{eq:gen}, $E''$ was taken from a sixth-degree interpolant of the total energies, with no eigenvalue entering. It gives $\int xE''=0.45381$, $0.00001$ and $-0.19645$ Ry against $g=0.45381$, $0.00000$ and $-0.19645$ Ry, and $\int(1-x)E''=0.43869$, $0.00754$ and $-0.16257$ Ry against $-(\varepsilon_L+I)=0.43871$, $0.00755$ and $-0.16257$ Ry.

\textbf{Q.} How good is the $C/2$ rule itself?

\textbf{A.} For PBE, $g=-0.44969+0.90350=0.45381$ Ry $=6.17$ eV and $\bar C=-0.44969+1.34221=0.89252$ Ry $=12.14$ eV. Half of it, $0.44626$ Ry, is short of $g$ by $0.00755$ Ry, which is $1.7\%$ of $g$. With $\varepsilon(\tfrac12)=-0.90688$ Ry, Eq.~\eqref{eq:D} gives $D=4(-1.34221+1.81376-0.44969)=0.0874$ Ry and $D/12=0.00728$ Ry, so \eqref{eq:cubic} predicts $0.45354$ Ry from eigenvalues alone, within $0.00027$ Ry or $0.06\%$ of $g$. The midpoint deviation is $-0.11243$ Ry against $-\bar C/8=-0.11157$ Ry.

For Hartree--Fock, $g=-0.98622+0.78977=-0.19645$ Ry $=-2.67$ eV and $\bar C/2=-0.17951$ Ry. The difference, $-0.01694$ Ry, is $8.6\%$ of $|g|$. Both percentages belong to this basis: in aug-cc-pVTZ $g-\bar C/2$ is $-0.0007$ Ry for PBE, $0.2\%$ of $g$ and of opposite sign, and $-0.029$ Ry for Hartree--Fock, $14\%$ of $|g|$. Here $D=4(-0.62720+1.56272-0.98622)=-0.2028$ Ry, and $\bar C/2+D/12=-0.19641$ Ry. The eigenvalue rises from node to node for PBE and falls for Hartree--Fock, as for a convex and a concave curve.

\textbf{Q.} And after tuning? If the loose claim were right, $\bar C$ would vanish.

\textbf{A.} It does not. At $\alpha^*$, $\varepsilon_L=-0.89348$ Ry lies below $\varepsilon_H=-0.88594$ Ry, and $\bar C=0.00755$ Ry $=0.10$ eV. With $\varepsilon(\tfrac12)=-0.88405$ Ry, $D=4(-0.89348+1.76810-0.88594)=-0.0453$ Ry, and $-D/6=0.00754$ Ry, as the cubic analysis demands. The residue is $0.8\%$ of the PBE value of $\bar C$, and the largest $|\Delta E|$ on the nodes falls from $0.11243$ to $0.00127$ Ry. The required change of sign of $E''$ is visible: $\varepsilon$ rises from $-0.89348$ at $x=0$ to $-0.88262$ at $x=0.7344$ and falls to $-0.88419$ at $x=0.9151$ and $-0.88594$ Ry at $x=1$. The nodes place the maximum between $0.5$ and $0.9151$, which contains the cubic estimate $\tfrac23$.

Tuning on $\bar C=0$ instead gives $\alpha'=0.7166$. The shift follows from the table: the slope of $\bar C$ is $2(-0.02032-0.13266)/0.25=-1.22$ Ry, and $0.00755/1.22=0.0062=\alpha'-\alpha^*$. At $\alpha'$ the two eigenvalues coincide at $-0.88975$ Ry, and both miss $-I=-0.88579$ Ry by $-0.00396$ Ry. One parameter does not meet both conditions here, though the two roots are close. The size of the residue depends on the basis. In aug-cc-pVTZ it about doubles with the same signs: $\alpha^*=0.676$, $\alpha'=0.690$, and at $\alpha^*$ $\bar C=0.0165$ Ry, $2\%$ of the PBE value, with $D=-0.098$ Ry and $-D/6=0.0164$ Ry.

\textbf{Q.} Something is off. At $\alpha^*$ the cubic formula gives $g$ to five decimals, yet $2D/81=-0.00112$ Ry is smaller in size than the $0.00127$ Ry you found, and the local curvature at $x=\tfrac12$ is $0.0126$ Ry, where the cubic says $\bar C$.

\textbf{A.} The cubic shape \eqref{eq:devc} is wrong by up to $0.00031$ Ry on the nodes, a quarter of the largest deviation. A quartic term does this without touching \eqref{eq:cubic}. Add to $E''$ the term $Q\,(6x^2-6x+1)$. Integrating from 0, it adds to $\varepsilon$ the term $Q(2x^3-3x^2+x)=Q\,x(1-x)(1-2x)$, which vanishes at $x=0,\tfrac12,1$, so $\varepsilon_L$, $\varepsilon_H$, $\bar C$ and the $D$ of \eqref{eq:D} are unchanged. Integrating again, it adds $\tfrac12Q\,x^2(1-x)^2$ to $E$, as differentiation confirms, and this vanishes at both ends, so $I$ is unchanged. Equation \eqref{eq:cubic} with $D$ from \eqref{eq:D} therefore holds for any quartic $E$; it is Simpson's rule applied to \eqref{eq:int}. At the midpoint the cubic term of \eqref{eq:devc} drops out, and
\begin{equation}
\Delta E(\tfrac12)+\frac{\bar C}8=\frac Q{32},\qquad E''(\tfrac12)=\bar C-\frac Q2 .
\end{equation}
At $\alpha^*$ the first gives $Q=32(-0.00125+0.00094)=-0.010$ Ry, and the second then predicts $0.00755+0.005=0.0125$ Ry, against $0.0126$ Ry found both from energies and from eigenvalues. For PBE, $Q=32(-0.00086)=-0.0275$ Ry predicts $0.9063$ against $0.9061$ Ry; for Hartree--Fock, $Q=32(0.04445-0.04488)=-0.014$ Ry predicts $-0.3521$ against $-0.3522$ Ry. This is arithmetic on rounded numbers, consistent with a quartic term as the main cause. Such a term is invisible to both tuning conditions.

\textbf{Q.} Does the balance of frozen curvature and relaxation show in the numbers?

\textbf{A.} At $x=\tfrac12$, each functional with its own orbitals, \eqref{eq:fr} was tested against a second difference of the frozen energy, and $E''<C_{\rm fr}$ was tested as well. For PBE, $C_{\rm fr}=1.56331-0.25694=1.30637$ Ry and $E''=0.90609$ Ry, so relaxation removes $0.400$ Ry. For Hartree--Fock, $C_{\rm fr}=0$ although $J=1.43121$ Ry, and $E''=-0.352$ Ry is all relaxation. At $\alpha^*$, $C_{\rm fr}=0.2896\times1.47388-0.05935=0.3675$ Ry, relaxation removes $0.3675-0.0126=0.355$ Ry, and the two nearly cancel. The tuned hybrid is far from free of frozen self-repulsion; at $x=\tfrac12$ it keeps nearly the amount that relaxation takes away.

\section{Where the argument fails}

\textbf{Q.} Which assumptions can break?

\textbf{A.} The first is the single smooth branch. If the ion is converged to a state not connected to the neutral by emptying $\phi$, then $E(0)$ is not the end of the path in \eqref{eq:int} and none of the relations applies to it. If two branches cross with different slopes at some $x_0$ and the lowest solution passes from one to the other, $\varepsilon$ jumps there, and the integration by parts adds $x_0$ times the jump to $g$. If instead a broken-symmetry solution grows continuously out of the symmetric one, as in the two-site Hubbard model in unrestricted Hartree--Fock, $\varepsilon$ stays continuous, only $E''$ jumps, and \eqref{eq:gen} holds as it stands. In the water calculation the $\beta$ $1b_1$ level stayed between the occupied and the empty $\beta$ levels of even parity at every point, by at least $0.1468$ Ry. That margin does not prove $H$ positive; the inequality from \eqref{eq:rel} was tested at $x=\tfrac12$.

The second is the parabola. If $\phi$ is alone in its spin channel, local exchange, being proportional to $-\int n_\sigma^{4/3}$, contributes $-Ax^{4/3}$ with $A>0$ at frozen $\phi$, and its contribution to the curvature, $-\tfrac49Ax^{-2/3}$, diverges at $x=0$. A singularity of this strength is integrable, so exchange alone leaves \eqref{eq:gen} intact, but $C/2$ has no single $C$ to refer to. PBE correlation is more singular when the other spin channel is occupied. With $\zeta$ the relative spin polarization, its spin factor contains $(1-|\zeta|)^{2/3}\propto x^{2/3}$, so at frozen orbitals the slope diverges as $x^{-1/3}$ and $E''$ as $x^{-4/3}$. For a curve of this form $xE''$ is still integrable and the first identity in \eqref{eq:gen} survives, but $\varepsilon_L$ is not finite and the second is lost. In water the $\beta$ channel holds other electrons, so this case does not arise. The first identity in \eqref{eq:gen} was tested to $10^{-10}$ on $e^{-2x}-x^{4/3}+\sin3x$.

The third is sensitivity. An orbital stretched as $L^{-3/2}\phi(\mathbf r/L)$ has $J\propto1/L$, as the substitution $\mathbf r=L\mathbf s$ shows. In the frozen model the root stays at $\alpha=1$, but $g=(1-\alpha)J/2$ becomes small for every $\alpha$. An error $\delta$ in $g$ then shifts the root by $2\delta/J$, which grows in proportion to $L$.

The relations also concern one interval. The slope above $x=1$ belongs to another orbital, and the interval from $N$ to $N+1$ has its own curvature, on which $g=0$ places no condition.

\textbf{Q.} Is the tuned $12.05$ eV the ionization energy of water?

\textbf{A.} It is the energy difference of this functional in a double-zeta basis on a small grid, with clamped nuclei and PBE correlation. PBE gives $12.29$ eV and Hartree--Fock $10.75$ eV for the same difference. In aug-cc-pVTZ the three values rise to $12.32$, $12.80$ and $10.99$ eV, shifts of $0.26$, $0.51$ and $0.24$ eV. The condition $g=0$ makes the eigenvalue agree with the functional's own $I$, and any error that basis or correlation puts into $E(0)-E(1)$ is then in the tuned HOMO as well.

\section*{Computed values}
\begin{verbatim}
H2O r_OH = 1.81 bohr, angle = 104.5 deg, cc-pVDZ (24 AO), 9792 grid points
1 Ry = 13.605693 eV
frozen model: J of HF 1b1 orbital = 1.52087 Ry
frozen model: alpha = 0.0  eH+I = 0.76043 Ry  (1-alpha)J/2 = 0.76043 Ry
frozen model: alpha = 0.4  eH+I = 0.45626 Ry  (1-alpha)J/2 = 0.45626 Ry
frozen model: alpha = 1.0  eH+I = 0.00000 Ry  (1-alpha)J/2 = 0.00000 Ry
alpha     eH        eL        I        eH+I     Cbar/2   (Ry)
0.0000  -0.44969  -1.34221  0.90350   0.45381   0.44626
0.2500  -0.60298  -1.17931  0.89717   0.29419   0.28816
0.5000  -0.75655  -1.02188  0.89101   0.13447   0.13266
0.7500  -0.91033  -0.86969  0.88499  -0.02534  -0.02032
1.0000  -1.06431  -0.72251  0.87909  -0.18522  -0.17090
tuned alpha* (eH+I=0), then alpha' (Cbar=0):
0.7104  -0.88594  -0.89348  0.88594   0.00000   0.00377
0.7166  -0.88975  -0.88975  0.88579  -0.00396   0.00000
PBE0 cation energy: this code -151.780450 Ry, pyscf -151.780450 Ry
--- PBE (alpha = 0.0000), Ry
E(1) = -152.66683  E(0) = -151.76333  I = 0.90350  -int eps = 0.90350
eH+I = 0.45381  int xE" = 0.45381  Cbar/2 = 0.44626  Cbar/2+D/12 = 0.45354
-(eL+I) = 0.43871  int (1-x)E" = 0.43869  Cbar = 0.89252  D = 0.08741
dev(1/2) = -0.11243  -Cbar/8 = -0.11157  eps(1/2)+I = -0.00337  -D/24 = -0.00364
max|dev| = 0.11243  max|dev-cubic| = 0.00086
x=1/2: J = 1.56331  kernel = -0.25694  C_frozen = 1.30637  C_relaxed = 0.90609
in eV: I = 12.293  eH = -6.118  eH+I = 6.174  Cbar = 12.143
--- tuned (alpha = 0.7104), Ry
E(1) = -152.70143  E(0) = -151.81550  I = 0.88594  -int eps = 0.88594
eH+I = 0.00000  int xE" = 0.00001  Cbar/2 = 0.00377  Cbar/2+D/12 = 0.00000
-(eL+I) = 0.00755  int (1-x)E" = 0.00754  Cbar = 0.00755  D = -0.04525
dev(1/2) = -0.00125  -Cbar/8 = -0.00094  eps(1/2)+I = 0.00188  -D/24 = 0.00189
max|dev| = 0.00127  max|dev-cubic| = 0.00031
x=1/2: J = 1.47388  kernel = -0.05935  C_frozen = 0.36755  C_relaxed = 0.01260
in eV: I = 12.054  eH = -12.054  eH+I = 0.000  Cbar = 0.103
--- HF (alpha = 1.0000), Ry
E(1) = -152.05354  E(0) = -151.26377  I = 0.78977  -int eps = 0.78977
eH+I = -0.19645  int xE" = -0.19645  Cbar/2 = -0.17951  Cbar/2+D/12 = -0.19641
-(eL+I) = -0.16257  int (1-x)E" = -0.16257  Cbar = -0.35902  D = -0.20278
dev(1/2) = 0.04445  -Cbar/8 = 0.04488  eps(1/2)+I = 0.00841  -D/24 = 0.00845
max|dev| = 0.04445  max|dev-cubic| = 0.00042
x=1/2: J = 1.43121  kernel = 0.00000  C_frozen = 0.00000  C_relaxed = -0.35224
in eV: I = 10.745  eH = -13.418  eH+I = -2.673  Cbar = -4.885
tuned: Cbar = 0.00755 Ry  -D/6 = 0.00754 Ry  2D/81 = -0.00112 Ry
x      eps: PBE    tuned     HF     dev: PBE    tuned     HF  (Ry)
0.0000  -1.34221  -0.89348  -0.62720   0.00000   0.00000   0.00000
0.0849  -1.27209  -0.89169  -0.65061  -0.03428  -0.00056   0.01281
0.2656  -1.11656  -0.88798  -0.70396  -0.08694  -0.00127   0.03321
0.5000  -0.90688  -0.88405  -0.78136  -0.11243  -0.00125   0.04445
0.7344  -0.69308  -0.88262  -0.86981  -0.08821  -0.00058   0.03630
0.9151  -0.52746  -0.88419  -0.94694  -0.03522  -0.00008   0.01499
1.0000  -0.44969  -0.88594  -0.98622   0.00000   0.00000   0.00000
Janak, tuned, x=1/2, step 0.005: dE/dx = -0.884054 Ry  eps = -0.884054 Ry
curvature there: from E 0.01258 Ry, from eps 0.01257 Ry
smallest aufbau margin of the fractional level = 0.1468 Ry
\end{verbatim}
